# Stress-free plane of a wafer under a thin stressed film

## A. The wafer under a very thin film

### The form of the answer

A stressed film pulls on one face of an elastic wafer of thickness \(h\) with a force \(F\) per unit length. Let \(d\) be the depth below the film interface at which the in-plane stress in the wafer vanishes. Three observations fix the form of \(d\) before any equation is solved.

First, in linear elasticity every stress caused by the film is proportional to \(F\). Doubling \(F\) doubles the stress at each depth, and reversing \(F\) reverses it. A zero stays where it is in both cases, so \(d\) cannot depend on the size or the sign of \(F\).

Second, the wafer material enters through a stiffness, which has the dimension of pressure, and through Poisson's ratio \(\nu\), which is a pure number. Once \(F\) has dropped out, no second quantity containing a force is left to combine with the stiffness, so the stiffness drops out too. If the film is so thin and the wafer so wide that the film thickness and the wafer radius no longer matter, \(h\) is the one length that remains, and

\[
d=c(\nu)\,h .
\]

Third, if the film pulls equally in all in-plane directions and the wafer responds equally in all of them, the stress far from the rim is also the same in all of them. It is then a single function \(\sigma(z)\) of height, and one plane serves every direction.

What remains is the number \(c\). It turns out to be \(2/3\), whatever the value of \(\nu\).

### Conventions and assumptions

The height \(z\) is measured from the midplane of the wafer towards the film. The film interface is at \(z=h/2\) and the back face at \(z=-h/2\). The depth below the interface is \(y=h/2-z\). Tension is positive. The curvature \(\kappa\) is positive when the film side is concave, so that the rim rises towards the film side.

The film has thickness \(h_f\) and stress \(\sigma_f\), and its force per unit length is

\[
F=\sigma_f h_f .
\]

A tensile film has \(F>0\). It tries to shrink and compresses the wafer surface beneath it.

The assumptions are these:

- The wafer is uniform, linearly elastic, and flat and stress-free before the film is applied.
- The film is uniform and fully bonded, and \(h_f\ll h\).
- The wafer is a disk of radius \(R\gg h\), and the point considered is not close to the rim.
- The deflection is small compared with \(h\).
- No outside force or couple acts. Weight, clamps and chucks are excluded.

"Stress-free" refers to the in-plane stress. Part B examines what happens when several of these assumptions are relaxed.

### Strain and stress away from the rim

Let \(u_r\) be the radial displacement and \(u_z\) the displacement along \(z\). Consider the field

\[
u_r=r(\varepsilon_0-\kappa z),\qquad u_z=\tfrac12\kappa r^2+f(z),
\]

with constants \(\varepsilon_0\) and \(\kappa\). Its radial and hoop strains are

\[
\varepsilon_r=\frac{\partial u_r}{\partial r}=\varepsilon_0-\kappa z,\qquad
\varepsilon_t=\frac{u_r}{r}=\varepsilon_0-\kappa z ,
\]

and its shear strain vanishes:

\[
\frac{\partial u_r}{\partial z}+\frac{\partial u_z}{\partial r}=-\kappa r+\kappa r=0 .
\]

The faces carry no normal load to first order in \(F\), so we take \(\sigma_z=0\). Hooke's law for equal in-plane stresses \(\sigma_r=\sigma_t=\sigma\), with Young's modulus \(E\), reads

\[
\varepsilon_r=\frac{\sigma_r-\nu\sigma_t}{E}=\frac{1-\nu}{E}\,\sigma .
\]

Solving for the stress gives

\[
\sigma(z)=M(\varepsilon_0-\kappa z),\qquad M=\frac{E}{1-\nu}.
\]

\(M\) is the biaxial modulus. The function \(f\) follows from the thickness strain, \(f'(z)=-2\nu\sigma(z)/E\), and is not needed below.

This field also satisfies local equilibrium. With \(\tau\) the shear stress between the \(r\) and \(z\) directions, the two conditions are

\[
\frac{\partial\sigma_r}{\partial r}+\frac{\sigma_r-\sigma_t}{r}+\frac{\partial\tau}{\partial z}=0,
\qquad
\frac{\partial\sigma_z}{\partial z}+\frac{\partial\tau}{\partial r}+\frac{\tau}{r}=0 .
\]

Here \(\sigma_r\) does not depend on \(r\), \(\sigma_r=\sigma_t\), and \(\tau=\sigma_z=0\), so every term vanishes. The linear profile is therefore a solution of the elastic equations with free faces. It cannot hold up to the rim, because the rim must be free of radial stress at every height. That it takes over at a short distance from the rim is Saint-Venant's principle, and Part B gives numbers for that distance.

### Balance of force and moment

Two constants remain, and two balances determine them. In a disk these need some care, because hoop stress takes part in the radial balance.

Integrate the first equilibrium equation over the whole thickness of wafer and film. The shear stress vanishes on the two outer faces and is continuous at the interface, so its term drops out. With \(N_r=\int\sigma_r\,dz\) and \(N_t=\int\sigma_t\,dz\),

\[
\frac{dN_r}{dr}+\frac{N_r-N_t}{r}=0
\quad\Longrightarrow\quad
\frac{d(rN_r)}{dr}=N_t .
\]

Away from the rim \(N_r=N_t=N\), a constant. The equation allows any value of \(N\), so the rim must decide. Let the rim zone have width \(b\). At the free rim \(N_r(R)=0\), and integration across the zone gives

\[
0-(R-b)N=\int_{R-b}^{R}N_t\,dr
\quad\Longrightarrow\quad
N=-\frac{1}{R-b}\int_{R-b}^{R}N_t\,dr .
\]

The width \(b\) is of order \(h\), and \(N_t\) in the zone is at most of order \(F\). Hence \(N/F\) is at most of order \(h/R\), and it vanishes for a wide wafer.

For the moment, multiply the same equilibrium equation by \(z\) before integrating. Integration by parts turns the last term into \(-T\), where \(T=\int\tau\,dz\) is the transverse force per unit length. With \(G_r=\int\sigma_r z\,dz\) and \(G_t=\int\sigma_t z\,dz\),

\[
\frac{dG_r}{dr}+\frac{G_r-G_t}{r}=T .
\]

Vertical balance of the inner disk of radius \(r\) requires \(2\pi rT=0\) when no outside load acts, so \(T=0\). The equation then has the same form as the one for \(N_r\), the rim is again free, and the interior moment \(G\) again vanishes as \(h/R\to0\).

In a wide wafer the interior therefore obeys \(N=0\) and \(G=0\). The film contributes \(F\) to the force. A very thin film acts at \(z=h/2\) and contributes \(Fh/2\) to the moment. The wafer must supply the opposite amounts:

\[
\int_{-h/2}^{h/2}\sigma\,dz=-F,\qquad
\int_{-h/2}^{h/2}\sigma z\,dz=-\frac{Fh}{2}.
\]

### Solving for the stress

Insert \(\sigma=M(\varepsilon_0-\kappa z)\). The integrals needed are

\[
\int_{-h/2}^{h/2}dz=h,\qquad \int_{-h/2}^{h/2}z\,dz=0,\qquad \int_{-h/2}^{h/2}z^2dz=\frac{h^3}{12}.
\]

The force balance contains \(\varepsilon_0\) alone, because the term in \(\kappa\) is odd in \(z\):

\[
M\varepsilon_0h=-F\quad\Longrightarrow\quad \varepsilon_0=-\frac{F}{Mh}.
\]

The moment balance contains \(\kappa\) alone, for the same reason:

\[
-M\kappa\frac{h^3}{12}=-\frac{Fh}{2}\quad\Longrightarrow\quad \kappa=\frac{6F}{Mh^2}.
\]

The second result is the Stoney relation between film force and curvature. Putting both constants back into the stress,

\[
\sigma(z)=-\frac{F}{h}-\frac{6Fz}{h^2}=-\frac{F}{h}\left(1+\frac{6z}{h}\right).
\]

In terms of depth, \(z=h/2-y\), and therefore

\[
\sigma(y)=-\frac{F}{h}\left(4-\frac{6y}{h}\right).
\]

The stress is \(-4F/h\) at the interface, \(-F/h\) at the midplane and \(+2F/h\) at the back face. It vanishes where \(6y=4h\):

\[
\boxed{\,d=\frac{2h}{3}\,}
\]

Measured from the midplane, the plane lies at \(z=-h/6\), on the side away from the film. Neither \(M\) nor \(\nu\) appears, which settles the point left open by the dimensional argument.

### A second route through the energy

The same constants follow from a minimum of energy, without cutting the wafer. The elastic energy per unit volume is \(\tfrac12(\sigma_r\varepsilon_r+\sigma_t\varepsilon_t)=M\varepsilon^2\) with \(\varepsilon=\varepsilon_0-\kappa z\). A very thin film keeps its force \(F\) while the wafer surface strains by \(\varepsilon(h/2)\) in two directions, which adds \(2F\varepsilon(h/2)\) to the energy per unit area. The sum is

\[
\Pi=M\left(\varepsilon_0^2h+\frac{\kappa^2h^3}{12}\right)+2F\left(\varepsilon_0-\frac{\kappa h}{2}\right).
\]

Setting the two derivatives to zero gives

\[
2Mh\varepsilon_0+2F=0,\qquad \frac{Mh^3\kappa}{6}-Fh=0 ,
\]

which are the two results found above.

### What places the plane below the midplane

The film force acts off centre. It is equivalent to the same force applied at the midplane together with a couple. The central force produces the uniform stress \(-F/h\). The couple produces the bending stress \(-6Fz/h^2\), which vanishes at the midplane. The stress-free plane lies where the two cancel, and the uniform part moves it from \(z=0\) to \(z=-h/6\).

For a force at a general height \(e\) the moment balance becomes \(M\kappa h^3/12=Fe\), and the stress is

\[
\sigma=-\frac{F}{h}\left(1+\frac{12ez}{h^2}\right),\qquad z_0=-\frac{h^2}{12e}.
\]

With \(e=h/2\) this returns \(z_0=-h/6\). A smaller lever arm moves the plane further from the film. For \(|e|<h/6\) the plane leaves the wafer, and the whole section then carries stress of one sign.

Two practical cases change the balance and with it the answer.

**A wafer held flat.** Suppose a frictionless chuck forces \(\kappa=0\). The chuck supplies the missing couple, the force balance is unchanged, and the stress is \(-F/h\) at every depth. No stress-free plane exists.

**Films on both faces.** Let the front film have force \(F_1\) and the back film \(F_2\). Adding the two linear solutions gives

\[
\sigma=-\frac{F_1+F_2}{h}-\frac{6(F_1-F_2)z}{h^2},\qquad
z_0=-\frac h6\,\frac{F_1+F_2}{F_1-F_2}.
\]

For two tensile films with \(F_1>F_2\), the plane is inside the wafer when \(F_1+F_2\le3(F_1-F_2)\), that is, when \(F_2\le F_1/2\). With equal films the wafer stays flat, the stress is uniform, and there is again no such plane. An oxide or nitride left on the back face must therefore be included before the two-thirds rule is used.

## B. Corrections, limits and a worked example

### Symbols and results carried over

The wafer has thickness \(h\), radius \(R\), Young's modulus \(E\), Poisson's ratio \(\nu\) and biaxial modulus \(M=E/(1-\nu)\). Height \(z\) is measured from its midplane towards the film, and tension is positive. The film has thickness \(h_f\) and force per unit length \(F\). Away from the rim of a wide, free wafer with a very thin film,

\[
\sigma=M(\varepsilon_0-\kappa z)=-\frac Fh\left(1+\frac{6z}{h}\right),\qquad
\kappa=\frac{6F}{Mh^2},\qquad d=\frac{2h}{3},
\]

where \(\kappa\) is the curvature, positive when the film side is concave, and \(d\) is the depth of the stress-free plane below the interface.

### Finite film thickness

Let the film have biaxial modulus \(M_f\), and write \(\eta=h_f/h\) and \(m=M_f/M\). The film would be unstressed at a strain \(-\varepsilon_m\), so its stress is \(M_f(\varepsilon_0-\kappa z+\varepsilon_m)\). Its centre lies at \(z_f=(h+h_f)/2\). Splitting \(z\) into \(z_f\) and the distance from \(z_f\), its moment about the wafer midplane is

\[
\int_{\rm film}\sigma z\,dz=Fz_f-\frac{M_f\kappa h_f^3}{12}.
\]

The last term is the film's own resistance to bending. The total force and the total moment vanish:

\[
Mh\varepsilon_0+F=0,\qquad
-\frac{M\kappa h^3}{12}+\frac{F(h+h_f)}{2}-\frac{M_f\kappa h_f^3}{12}=0 .
\]

Solving the second equation for the curvature,

\[
\kappa=\frac{6F(h+h_f)}{Mh^3+M_fh_f^3}=\frac{6F}{Mh^2}\,\frac{1+\eta}{1+m\eta^3}.
\]

The stress vanishes at \(z_0=\varepsilon_0/\kappa\), and \(d=h/2-z_0\), so

\[
\frac dh=\frac12+\frac{1+m\eta^3}{6(1+\eta)}=\frac23-\frac{\eta}{6}+\frac{\eta^2}{6}+\dots
\]

The first correction comes from the longer lever arm and does not involve the film modulus, which enters at order \(\eta^3\).

The film also relaxes when the wafer yields to it. At first order its mean strain changes by \(\varepsilon_0-\kappa h/2=-4F/(Mh)\). With \(F_0=M_fh_f\varepsilon_m\) the force on a rigid wafer,

\[
F=F_0-4m\eta F\quad\Longrightarrow\quad F\approx F_0(1-4m\eta).
\]

This matters when \(F\) is predicted from a misfit strain. If the stress is that of the film on the actual wafer, the relaxation is already included.

### How far the rim reaches

The linear profile was tested against a finite-element solution of a disk with a shrinking film, which does not assume that strain is linear in \(z\). The wafer had \(\nu=0.3\). The film had twice its Young's modulus and \(\nu=0.2\), so \(m=1.75\). For \(R=80h\) the results were:

- At \(\eta=0.05\) the computed depth near the centre was \(0.65876\,h\), and at \(\eta=0.01\) it was \(0.66502\,h\). The formula gives the same five decimals in both cases.
- At about \(2h\) from the rim, the largest departure of the radial stress from the linear profile, over the sampled depths, was about \(0.005\,F/h\) and \(0.003\,F/h\) respectively. These values were taken at \(1.9h\); at \(2.0h\) they are about a third smaller.
- At about \(0.25h\) from the rim it was about \(2.4\,F/h\) and \(4.4\,F/h\) at the sampled depths, comparable with the profile itself. The departure is largest at the interface, where it is 10 to 20 % higher, so these figures depend on where the stress is sampled.

The two-thirds rule is thus usable from about two wafer thicknesses inward and fails close to the rim.

The same calculation shows the effect of finite radius. For \(\eta=0.05\) the computed curvature exceeded the wide-wafer formula by about 0.42 % at \(R=5h\) and by 0.026 % at \(R=80h\). The excess fell by a factor of about 16 while the radius grew by a factor of 16, so it scales as \(h/R\), within the bound of Part A. Its size depends on the film: at \(\eta=0.01\) and \(R=5h\) it is a little under 0.2 %, and it fades as the film becomes thinner. For a very thin film the \(h/R\) estimate is therefore only an upper bound.

### Weight

A wafer resting on a support is not free. Take a horizontal wafer with weight \(q\) per unit area, simply supported around its rim, and let \(w(r)\) be its downward deflection. Vanishing shear strain gives \(u_r=zw'\), so the strains are \(zw''\) and \(zw'/r\). Hooke's law with \(\sigma_z=0\) then yields the moments

\[
G_r=D\left(w''+\frac{\nu w'}{r}\right),\quad
G_t=D\left(\frac{w'}{r}+\nu w''\right),\quad
D=\frac{Eh^3}{12(1-\nu^2)} .
\]

In this subsection \(z\) points upwards. The moment equation of equilibrium is \(G_r'+(G_r-G_t)/r=T\), where \(T\) is the transverse force per unit length. The inner disk of radius \(r\) must be held up against its weight, so \(2\pi rT=\pi r^2q\) and \(T=qr/2\). Inserting the moments, the terms in \(\nu\) cancel because \((w'/r)'=(w''-w'/r)/r\), and

\[
D\left(w'''+\frac{w''}{r}-\frac{w'}{r^2}\right)=\frac{qr}{2}.
\]

Try \(w'=Ar+Br^3\). The term in \(A\) gives zero, and the term in \(B\) gives \((6+3-1)Br=8Br\), so \(B=q/(16D)\). A further solution \(w'\propto1/r\) is singular at the centre and is dropped. The rim carries no moment, \(G_r(R)=0\):

\[
(1+\nu)A+(3+\nu)BR^2=0\quad\Longrightarrow\quad
A=-\frac{(3+\nu)qR^2}{16(1+\nu)D}.
\]

At the centre \(w''=w'/r=A\), so \(G_r=D(1+\nu)A=-(3+\nu)qR^2/16\). A linear stress with moment \(G_r\) is \(12G_rz/h^3\), which equals \(-2sz/h\) with the surface value

\[
s=\frac{3(3+\nu)qR^2}{8h^2}.
\]

The sag at the centre is

\[
w(0)=-\int_0^Rw'\,dr=-\frac{AR^2}{2}-\frac{BR^4}{4}=\frac{(5+\nu)\,qR^4}{64(1+\nu)D}.
\]

Now let \(z\) point towards the film again. With the film facing up, the weight adds \(-2sz/h\) to the film-induced stress. With the film facing down, it adds \(+2sz/h\). Setting the sum to zero gives, at the wafer centre,

\[
d=\frac h2+\frac{h}{6\pm2sh/F},
\]

with the plus sign for film up. For a tensile film facing down, the plane reaches the back face when \(sh/F=2\). It is absent from the wafer for \(2<sh/F<4\) and re-enters from the film side at \(sh/F=4\). As long as the total deflection is small compared with \(h\), the change of stress caused by the film still vanishes very nearly at \(2h/3\), because the two linear solutions add.

### Bending into a bowl

A flat disk cannot become a bowl without some stretching of its midplane. Let the midplane rise by \(\kappa r^2/2\) and move radially by \(U(r)\). Its strains are

\[
e_r=U'+\tfrac12\kappa^2r^2,\qquad e_t=\frac Ur .
\]

Eliminating \(U=re_t\) gives \(e_r-e_t-re_t'=\kappa^2r^2/2\). Let \(p_r\) and \(p_t\) be the extra stresses, uniform through the thickness. Equilibrium requires \(p_t=(rp_r)'=p_r+rp_r'\). Hooke's law then gives

\[
E(e_r-e_t)=(1+\nu)(p_r-p_t)=-(1+\nu)rp_r',
\]

\[
Ere_t'=r(p_t'-\nu p_r')=(2-\nu)rp_r'+r^2p_r''.
\]

Subtracting the second from the first, \(\nu\) cancels and

\[
p_r''+\frac{3p_r'}{r}=-\frac{E\kappa^2}{2}.
\]

The solution that is regular at the centre and vanishes at the rim, with the hoop stress that follows from it, is

\[
p_r=\frac{E\kappa^2(R^2-r^2)}{16},\qquad
p_t=\frac{E\kappa^2(R^2-3r^2)}{16}.
\]

At the centre both equal \(p_0=E\kappa^2R^2/16\). Adding \(p_0\) to the film-induced stress moves the zero to \(z=-(h/6)(1-p_0h/F)\), so the depth changes by \(-p_0h^2/(6F)\). With \(F=M\kappa h^2/6\) and the bow \(\delta=\kappa R^2/2\), this becomes

\[
\Delta d=-\frac{p_0}{M\kappa}=-\frac{(1-\nu)\delta}{8}.
\]

The shift is small when the bow is small compared with \(h\). Towards the rim the hoop stress tends to \(-2p_0\) and the radial one to zero, so the plane then differs between directions. This estimate holds the shape fixed at \(\kappa r^2/2\) and is the leading correction for a small bow.

### Worked example: titanium on silicon

The values are inputs assumed for the arithmetic, not measurements of a particular wafer: a titanium film with \(h_f=500\) nm, \(\sigma_f=200\) MPa and \(M_f=170\) GPa, on a (100) silicon wafer with \(h=525\) µm, diameter 100 mm, \(M=180\) GPa and density 2.33 g/cm³. The stress is taken as that of the film on the wafer.

The film force is

\[
F=200\ \mathrm{MPa}\times500\ \mathrm{nm}=100\ \mathrm{N/m},\qquad
\frac Fh=\frac{100\ \mathrm{N/m}}{525\ \text{µm}}=0.1905\ \mathrm{MPa}.
\]

The wafer stress is \(-4F/h=-0.762\) MPa at the interface, \(-0.190\) MPa at the midplane and \(+0.381\) MPa at the back. The stress-free plane lies at

\[
d=\tfrac23\times525\ \text{µm}=350\ \text{µm}.
\]

The curvature \(6F/(Mh^2)\) is 0.0121 m⁻¹, a radius of curvature of about 83 m, and the centre-to-rim bow is \(\kappa R^2/2=15.1\) µm.

Silicon is not isotropic, but a (100) wafer has the same biaxial modulus in every in-plane direction. With cubic stiffnesses \(C_{11}\) and \(C_{12}\), equal strains \(\varepsilon\) along the two in-plane cube axes and \(\sigma_z=0\) give \(\varepsilon_z=-2C_{12}\varepsilon/C_{11}\), and both in-plane stresses equal \((C_{11}+C_{12}-2C_{12}^2/C_{11})\varepsilon\) without shear. Equal strains and equal stresses look the same from any in-plane direction, so the derivation of \(d\) stands. Weight and bowl shape involve \(E\) or \(\nu\) separately. They are estimated here for two isotropic plates with the rough values \(\nu=0.28\) and \(\nu=0.064\) of the ⟨100⟩ and ⟨110⟩ directions, at fixed \(M\).

- **Film thickness.** With \(\eta=9.5\times10^{-4}\), the depth changes by \(-0.08\) µm. The relaxation \(4m\eta\) is 0.36 % of the film force.
- **Bowl shape.** The depth at the centre changes by \(-1.4\) to \(-1.8\) µm. For \(\nu=0.28\) the arithmetic is \(-0.72\times15.1/8=-1.4\) µm.
- **Weight.** The wafer weighs 12.0 Pa per unit area. On a rim support, \(s\) is 0.125 to 0.134 MPa, not far below \(F/h\), and the sag is 2.7 to 2.9 µm. With weight as the only correction included, the plane of zero total stress moves to 333–334 µm with the film up and to 375–377 µm with the film down.

For \(\nu=0.28\) and the film up, \(sh/F=0.1338/0.1905=0.702\), and \(d=262.5+525/7.405=333.4\) µm.

Weight is therefore the largest of these corrections. Its surface stress \(s\) is 22 to 23 % of the film-induced bending stress \(3F/h\) at the surface, and the distance of the plane from the midplane, \((h/6)/(1\pm sh/(3F))\), changes accordingly.

### The model beside a real wafer

Stresses of some hundred megapascals, of either sign, are plausible for deposited metal films, but the value depends strongly on the deposition conditions. A thinner film leaves \(2h/3\) unchanged for the film-induced stress but makes weight more important, since \(sh/F\) grows as \(1/F\). At the same film stress, a 50 nm film has \(F=10\) N/m and \(sh/F\approx7\) for \(\nu=0.28\). On a rim support with the film up, and with weight as the only correction included, the plane of zero total stress is then at \(262.5+525/20.0\approx289\) µm, close to the midplane.

Real devices also break the assumption of a uniform film. At an edge cut into the film the film force ends abruptly, as it does at the rim, so the linear profile should not be trusted within about two wafer thicknesses of it, here about 1 mm. This distance is carried over from the disk calculation and was not computed for a patterned film. Farther away, bare parts of the wafer still resist the deformation of the covered parts, so the stress formula for a uniform film need not hold there either.

### Using the result

For a wide wafer with one uniform thin film, compute \(F=\sigma_fh_f\) with its sign and use \(\sigma(y)=-(F/h)(4-6y/h)\) for the film-induced stress at depth \(y\). If the total stress is wanted, add the stress from weight, supports and back-side films, and any stress already in the wafer before deposition, before looking for the zero. If the bow is not small compared with \(h\), the linear result no longer applies. The shift \((1-\nu)\delta/8\) estimates the error only while the bow is small, and it should not be used as a correction for large bows. The values used in this example are collected in the numerical output.

## Values computed for the example and the checks

```
Finite-element disks, radii 5 h and 80 h
 film/wafer thickness = 0.05, radius 80 h
  zero-stress depth, computed = 0.65876 h
  zero-stress depth, formula  = 0.65876 h
  curvature, computed/formula = 1.00026
  same ratio, radius 5 h = 1.00417
  profile error 2 h from rim    = 0.0045 F/h
  profile error 0.25 h from rim = 2.38 F/h
 film/wafer thickness = 0.01, radius 80 h
  zero-stress depth, computed = 0.66502 h
  zero-stress depth, formula  = 0.66502 h
  curvature, computed/formula = 1.00011
  same ratio, radius 5 h = 1.00173
  profile error 2 h from rim    = 0.0027 F/h
  profile error 0.25 h from rim = 4.39 F/h
Example inputs (rough)
 film stress = 200 MPa
 film thickness = 500 nm
 film biaxial modulus = 170 GPa
 wafer thickness = 525 um
 wafer diameter = 100 mm
 wafer biaxial modulus = 180 GPa
 wafer density = 2.33 g/cm3
Example results
 film force per length = 100.0 N/m
 F/h = 0.1905 MPa
 wafer stress at interface = -0.7619 MPa
 wafer stress at midplane = -0.1905 MPa
 wafer stress at back = 0.3810 MPa
 zero-stress depth = 350.0 um
 curvature = 0.01209 1/m
 radius of curvature = 82.7 m
 centre-to-rim bow = 15.12 um
Neglected effects
 wafer radius/thickness = 95.2
 thickness ratio eta = 9.524e-04
 depth shift, film thickness = -0.083 um
 film force relaxation 4 m eta = 0.36 %
 wafer weight per area = 12.00 Pa
 <100>: Poisson ratio 0.280, E = 129.6 GPa
  weight stress at surface = 0.1338 MPa
  sag under weight = 2.85 um
  depth with weight, film up = 333.4 um
  depth with weight, film down = 376.8 um
  bowl membrane stress, centre = 0.00296 MPa
  depth shift by it = -1.36 um
 <110>: Poisson ratio 0.064, E = 168.5 GPa
  weight stress at surface = 0.1250 MPa
  sag under weight = 2.73 um
  depth with weight, film up = 334.3 um
  depth with weight, film down = 374.5 um
  bowl membrane stress, centre = 0.00385 MPa
  depth shift by it = -1.77 um
```
